# Off-centre Gaussians in modified spherical Bessel functions, and semilocal pseudopotential integrals, part 1

(Sections cited here and not found follow in the second part.)

## I. Expanding the Gaussian about another centre

### The average over a sphere

Place a Gaussian of exponent \(a>0\) at the point \(\mathbf R\), and ask for its average over a sphere of radius \(r\) about the origin. Let \(R=|\mathbf R|\), let hats denote unit vectors, and let \(u=\hat{\mathbf r}\cdot\hat{\mathbf R}\) be the cosine of the angle between the two directions. The squared distance is

\[
|\mathbf r-\mathbf R|^2=r^2+R^2-2rRu ,
\]

so that

\[
e^{-a|\mathbf r-\mathbf R|^2}=e^{-a(r^2+R^2)}\,e^{xu},\qquad x=2arR. \tag{1}
\]

All dependence on direction sits in \(e^{xu}\), and the dimensionless number \(x\) measures how strongly the Gaussian varies over the sphere. With the polar axis along \(\mathbf R\), the solid-angle element is \(du\,d\varphi\). The azimuthal integral gives \(2\pi\), and division by \(4\pi\) leaves a factor one half:

\[
\frac1{4\pi}\int e^{-a|\mathbf r-\mathbf R|^2}\,d\Omega
=e^{-a(r^2+R^2)}\,\frac12\int_{-1}^{1}e^{xu}\,du
=e^{-a(r^2+R^2)}\,\frac{\sinh x}{x}. \tag{2}
\]

Two limits show what this says. If \(R\to0\), then \(x\to0\) and \(\sinh x/x\to1\), and the average is \(e^{-ar^2}\), the centred Gaussian itself. If \(x\) is large, \(\sinh x\approx e^x/2\). Since \(-a(r^2+R^2)+2arR=-a(r-R)^2\), the average becomes \(e^{-a(r-R)^2}/(4arR)\). If \(aR^2\gg1\), the Gaussian seen from the origin is then a shell near \(r=R\), reduced by the small fraction of the sphere that it covers. The factor \(1/r\) moves the maximum inward to \(r\approx R-1/(2aR)\), for example to 1.95 bohr for \(a=5\ \text{bohr}^{-2}\) and \(R=2\) bohr. For a broad Gaussian the shift is not small: with \(a=0.8\ \text{bohr}^{-2}\) and \(R=1.5\) bohr, the average (2) is largest at \(r\approx0.75\) bohr.

### One unit of angular momentum

The average keeps the isotropic part. The next part is found by weighting with \(u\) before averaging, and a derivative with respect to \(x\) supplies that weight:

\[
\frac12\int_{-1}^{1}u\,e^{xu}\,du=\frac{d}{dx}\frac{\sinh x}{x}
=\frac{\cosh x}{x}-\frac{\sinh x}{x^2}. \tag{3}
\]

For small \(x\) the integrand is \(u+xu^2+\dots\). The first term is odd and integrates to zero, and the second gives \(\tfrac12\cdot\tfrac23x=x/3\). The dipolar part therefore vanishes linearly as the Gaussian moves onto the origin, as symmetry requires.

### Every angular momentum

The weights \(1\) and \(u\) are the Legendre polynomials \(P_0\) and \(P_1\). For general \(l=0,1,2,\dots\) define

\[
i_l(x)=\frac12\int_{-1}^{1}e^{xu}P_l(u)\,du . \tag{4}
\]

Rodrigues' formula is \(P_l(u)=\frac{1}{2^l l!}\frac{d^l}{du^l}(u^2-1)^l\). Insert it and integrate by parts \(l\) times. Each boundary term contains a derivative of \((u^2-1)^l\) of order below \(l\), which still has a zero at \(u=\pm1\), so no boundary term survives. Each integration moves one derivative to \(e^{xu}\) and brings a factor \(-x\). The resulting sign \((-1)^l\) turns \((u^2-1)^l\) into \((1-u^2)^l\):

\[
i_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^{1}(1-u^2)^l e^{xu}\,du . \tag{5}
\]

The integrand is positive inside the interval, so \(i_l(x)>0\) for \(x>0\). For \(l\ge1\) this could not be read off from (4), where \(P_l\) changes sign.

To obtain a power series, expand \(e^{xu}\) in (5). Odd powers of \(u\) integrate to zero, and the even ones require

\[
J_{l,k}=\int_{-1}^{1}(1-u^2)^l u^{2k}\,du .
\]

For \(l\ge1\), integrate \(u^{2k}\) and differentiate \((1-u^2)^l\). The boundary term vanishes, and

\[
J_{l,k}=\frac{2l}{2k+1}\,J_{l-1,k+1}.
\]

After \(l\) such steps one reaches \(J_{0,k+l}=2/(2k+2l+1)\). The numerators multiply to \(2^l l!\) and the denominators to \((2k+1)(2k+3)\cdots(2k+2l-1)\). With \(n!!=n(n-2)\cdots1\) for odd \(n\), and \((-1)!!=1\),

\[
J_{l,k}=2^{l+1}l!\,\frac{(2k-1)!!}{(2l+2k+1)!!}.
\]

The exponential series supplies \(x^{2k}/(2k)!\), and \((2k)!=2^k k!\,(2k-1)!!\). The double factorials in \(k\) cancel, leaving

\[
i_l(x)=x^l\sum_{k=0}^{\infty}\frac{(x^2/2)^k}{k!\,(2l+2k+1)!!}. \tag{6}
\]

For \(l=0\), the identity \(2^k k!\,(2k+1)!!=(2k+1)!\) returns \(\sinh x/x\). For \(l=1\), the leading term is \(x/3\), as found above.

The series also identifies the function. The modified Bessel function of order \(\nu\) is \(I_\nu(x)=\sum_k (x/2)^{\nu+2k}/[k!\,\Gamma(\nu+k+1)]\). At \(\nu=l+\tfrac12\), repeated use of \(\Gamma(s+1)=s\Gamma(s)\) from \(\Gamma(\tfrac12)=\sqrt\pi\) gives

\[
\Gamma(l+k+\tfrac32)=\frac{(2l+2k+1)!!\,\sqrt\pi}{2^{l+k+1}}.
\]

Multiply \(I_{l+1/2}\) by \(\sqrt{\pi/2x}\). The factors outside the integer powers are \(\sqrt{\pi/2x}\,\sqrt{x/2}/\sqrt\pi=\tfrac12\). The powers of two combine to \(\tfrac12\,2^{-l-2k}\,2^{l+k+1}=2^{-k}\), and each term agrees with (6). Hence

\[
i_l(x)=\sqrt{\frac{\pi}{2x}}\;I_{l+1/2}(x), \tag{7}
\]

the modified spherical Bessel function of the first kind.

### Separating the two directions

The polynomial \(P_l(u)\) depends on the angle between \(\mathbf r\) and \(\mathbf R\). For projection onto orbitals, the two directions must be separated. Let \(Y_{lm}\), \(m=-l,\dots,l\), be real spherical harmonics, orthonormal on the unit sphere, and consider

\[
K_l(\mathbf n,\mathbf n')=\sum_{m=-l}^{l}Y_{lm}(\mathbf n)Y_{lm}(\mathbf n').
\]

A rotation maps the harmonics of degree \(l\) among themselves and preserves their inner products. It therefore mixes the \(Y_{lm}\) by a real orthogonal matrix, and \(K_l\) is unchanged when both arguments are rotated together. It can depend on \(\mathbf n\cdot\mathbf n'\) alone. Now fix \(\mathbf n'\) along the polar axis. As a function of \(\mathbf n\), \(K_l\) is a harmonic of degree \(l\) with no azimuthal dependence, hence a multiple \(c_lP_l(\mathbf n\cdot\mathbf n')\).

To find \(c_l\), set \(\mathbf n'=\mathbf n\) and integrate over the sphere. The sum gives \(2l+1\) by normalization, while the other side gives \(4\pi c_l\), because \(P_l(1)=1\). Thus

\[
\sum_{m}Y_{lm}(\mathbf n)Y_{lm}(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n'). \tag{8}
\]

For complex harmonics one of the two factors must be conjugated. For \(l=1\), the real harmonics are \(\sqrt{3/4\pi}\) times the Cartesian components of \(\mathbf n\), and (8) is the ordinary scalar product. The Cauchy–Schwarz inequality applied to the sum in (8), with \(K_l(\mathbf n,\mathbf n)=(2l+1)/4\pi\), also gives \(|P_l(u)|\le1\) for \(-1\le u\le1\).

### Convergence of the sum

The orthogonality relation \(\int_{-1}^{1}P_lP_{l'}\,du=2\delta_{ll'}/(2l+1)\), together with (4), suggests

\[
e^{xu}=\sum_{l=0}^{\infty}(2l+1)\,i_l(x)\,P_l(u). \tag{9}
\]

Having the right coefficients does not yet show that the series converges to the function, so its size must be controlled. In (6), the factor \((2l+2k+1)!!\) equals \((2l+1)!!\) times \(k\) factors, each at least \(2l+3\). Therefore

\[
0<i_l(x)\le\frac{x^l}{(2l+1)!!}\exp\!\left(\frac{x^2}{4l+6}\right),\qquad x>0. \tag{10}
\]

Stop the sum after \(l=L\). Because \(|P_l|\le1\), the remainder is at most \(\sum_{l>L}(2l+1)i_l(x)\). By (10), each term is at most \(t_l\,e^{x^2/(4L+10)}\), with \(t_l=x^l/(2l-1)!!\). Successive \(t_l\) have the ratio \(x/(2l+1)\), which is at most \(x/(2L+3)\) for \(l\ge L+1\). If \(x<2L+3\), comparison with a geometric series gives

\[
|\text{remainder}|\le\frac{x^{L+1}}{(2L+1)!!}\,
\frac{e^{x^2/(4L+10)}}{1-x/(2L+3)}. \tag{11}
\]

For any bounded range of \(x\) this tends to zero uniformly in \(u\). The sum is therefore a continuous function of \(u\), and it may be integrated term by term. Its difference \(D(u)\) from \(e^{xu}\) has no component along any \(P_l\), so it is orthogonal to every polynomial. Polynomials approximate the continuous function \(D\) uniformly, hence \(\int D^2\,du=0\) and \(D=0\). This proves (9).

Combining (1), (8) and (9), the factor \(2l+1\) cancels and \(4\pi\) remains:

\[
\boxed{\,e^{-a|\mathbf r-\mathbf R|^2}
=4\pi e^{-a(r^2+R^2)}\sum_{l=0}^{\infty}i_l(2arR)
\sum_{m=-l}^{l}Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf R})\,} \tag{12}
\]

At \(R=0\) the direction \(\hat{\mathbf R}\) is undefined, but \(i_l(0)=\delta_{l0}\). The surviving harmonics are constants with product \(1/4\pi\), and the result is \(e^{-ar^2}\). To first order in \(R\), the term \(l=1\) adds \(3(x/3)u=2a\,\mathbf r\cdot\mathbf R\) inside the bracket multiplying \(e^{-ar^2}\), which is the Taylor expansion of the displaced Gaussian.

### One point in numbers

Take \(a=0.8\ \text{bohr}^{-2}\), \(\mathbf R=(0.5,1,1)\) bohr and \(\mathbf r=(0,0,1)\) bohr. Then \(R=1.5\) bohr, \(x=2(0.8)(1)(1.5)=2.4\) and \(u=2/3\). The squared distance is \(0.25+1=1.25\ \text{bohr}^2\), so the Gaussian equals \(e^{-1}=0.367879\). Summing (12) up to \(L\), and multiplying the bound (11) by \(e^{-a(r^2+R^2)}=e^{-2.6}\), gives the following absolute errors.

| \(L\) | partial sum | error | bound |
|---|---|---|---|
| 0 | 0.169165 | 0.199 | 1.59 |
| 2 | 0.407395 | 0.0395 | 0.143 |
| 4 | 0.370199 | 0.00232 | 0.00999 |
| 6 | 0.367792 | \(8.8\times10^{-5}\) | \(3.6\times10^{-4}\) |
| 8 | 0.367878 | \(1.1\times10^{-6}\) | \(7.5\times10^{-6}\) |

The sum starts below the exact value, passes just above it at \(L=1\) (0.372139), is largest at \(L=2\), and then comes down, lying slightly below the exact value at \(L=6\) and \(L=8\). Since every \(i_l\) is positive, the sign of a term is that of \(P_l(2/3)\). This is positive for \(l=0,1,2\) and negative for \(l=3,4\).

### Narrow Gaussians

When \(x\) is large, repeated integration by parts in (4), now differentiating \(P_l\), gives

\[
e^{-x}i_l(x)=\frac1{2x}\sum_{k=0}^{l}\frac{(-1)^k}{x^k}
\left[P_l^{(k)}(1)-e^{-2x}P_l^{(k)}(-1)\right], \tag{13}
\]

where \(P_l^{(k)}\) is the \(k\)th derivative. Legendre's equation at \(u=1\) gives \(P_l'(1)=l(l+1)/2\), so the leading behaviour is \(\frac{1}{2x}\left[1-\frac{l(l+1)}{2x}+\dots\right]\). All \(l\) with \(l(l+1)\ll2x\) have nearly equal coefficients. A small spot on the sphere requires many harmonics, and a pointwise use of (12) becomes expensive.

There is also a question of arithmetic. For \(a=100\ \text{bohr}^{-2}\) and \(r=R=2\) bohr, \(x=800\). The prefactor \(e^{-800}\) is rounded to zero in double precision, while \(i_2(800)\approx10^{344.2}\) exceeds the largest representable number. Their product is harmless if it is arranged as

\[
e^{-a(r^2+R^2)}i_l(x)=e^{-a(r-R)^2}\left[e^{-x}i_l(x)\right]. \tag{14}
\]

For \(l=2\), \(P_2'(1)=P_2''(1)=3\), and (13) gives \(\frac1{1600}(1-\frac3{800}+\frac3{800^2})=6.2266\times10^{-4}\) for the bracket, the terms in \(e^{-1600}\) being negligible. For small \(x\), (13) contains large cancelling terms, and the series (6) is the suitable form.

## II. Semilocal integrals

### What is carried over

A Gaussian of exponent \(a\) centred at \(\mathbf A\), with \(A=|\mathbf A|\), has the expansion

\[
e^{-a|\mathbf r-\mathbf A|^2}=4\pi e^{-a(r^2+A^2)}\sum_{\lambda\mu}i_\lambda(2aAr)\,Y_{\lambda\mu}(\hat{\mathbf r})Y_{\lambda\mu}(\hat{\mathbf A}). \tag{15}
\]

Here \(Y_{\lambda\mu}\) are real orthonormal harmonics and \(i_\lambda\) is the modified spherical Bessel function, with \(i_\lambda(x)\approx x^\lambda/(2\lambda+1)!!\) at small \(x\). The series converges uniformly on every sphere about the origin. The other results needed are the addition theorem \(\sum_mY_{lm}(\mathbf n)Y_{lm}(\mathbf n')=(2l+1)P_l(\mathbf n\cdot\mathbf n')/4\pi\) and the Legendre series \(e^{zu}=\sum_l(2l+1)i_l(z)P_l(u)\). Atomic units are used below: lengths in bohr, energies in hartree.

### An operator that sees one angular momentum

A semilocal pseudopotential centred at the origin acts with a different radial function \(U_l(r)\) on each angular momentum. One of its terms is \(U_l(r)\mathcal P_l\), where \(\mathcal P_l\) projects the angular dependence on each sphere:

\[
(\mathcal P_l g)(r\mathbf n)=\sum_mY_{lm}(\mathbf n)\int Y_{lm}(\mathbf n')\,g(r\mathbf n')\,d\Omega'.
\]

The operator is local in \(r\) and nonlocal in angle, which is the meaning of semilocal. For real functions \(f\) and \(g\), define the projections \(F_{lm}(r)=\int Y_{lm}(\mathbf n)f(r\mathbf n)\,d\Omega\) and \(G_{lm}(r)\) likewise. Then

\[
\langle f|U_l\mathcal P_l|g\rangle=\int_0^\infty r^2U_l(r)\sum_mF_{lm}(r)G_{lm}(r)\,dr . \tag{16}
\]

A displaced Gaussian has been expanded about the origin in modified spherical Bessel functions and spherical harmonics, and the semilocal matrix element has been written as a radial integral over angular projections. It remains to find these projections for s functions and for Gaussians with Cartesian powers, and to evaluate the resulting integrals.

Numerical values quoted here were computed with a short program.
